Kinetic and potential energy in hydrogen 1s are not complementary outcomes

**Q:** The ground state of hydrogen has a sharp energy E. So in each atom the kinetic energy must be whatever the potential energy leaves over, T = E − V. Both fluctuate, but their fluctuations cancel. I expect equal variances, and I would take them as proof.

**A:** Let us compute the variances first and then see what they prove. I use hartree atomic units, a fixed point nucleus and no relativity:

H = T + V, T = p²/2 = −½∇², V = −1/r

ψ = e^(−r)/√π, E = −1/2

For a spherically symmetric function, ∇²f = (1/r)(rf)″. Here (re^(−r))′ = (1 − r)e^(−r) and (re^(−r))″ = (r − 2)e^(−r), so

Tψ = −(1/2r)(r − 2)ψ = (1/r − 1/2)ψ = (E − V)ψ.

The radial probability density is 4πr²ψ² = 4r²e^(−2r). With ∫₀^∞ r^k e^(−2r) dr = k!/2^(k+1),

⟨1/r⟩ = 4 · 1/4 = 1, ⟨1/r²⟩ = 4 · 1/2 = 2.

Hence ⟨V⟩ = −1, ⟨V²⟩ = 2 and Var V = 2 − 1 = 1. For the kinetic energy,

⟨T⟩ = ⟨1/r⟩ − 1/2 = 1/2.

Since T is self-adjoint, its mean square is the squared norm of Tψ:

⟨T²⟩ = ⟨Tψ|Tψ⟩ = ⟨(1/r − 1/2)²⟩ = 2 − 1 + 1/4 = 5/4

Var T = 5/4 − 1/4 = 1.

Both variances are 1 hartree², so each standard deviation is 1 hartree, or 27.21 eV.

**Q:** That is what I expected. What about the correlation?

**A:** T and V do not commute, so one takes the symmetrized covariance:

Cov = ½⟨TV + VT⟩ − ⟨T⟩⟨V⟩ = Re⟨Tψ|Vψ⟩ − ⟨T⟩⟨V⟩.

The first term is ⟨(1/r − 1/2)(−1/r)⟩ = −2 + 1/2 = −3/2, and the second contributes −(1/2)(−1) = +1/2. Thus Cov = −1, and division by the two standard deviations gives a formal correlation coefficient of −1.

**Q:** Then the case is closed. Two random variables with variance 1 and covariance −1 have a sum with variance 1 + 1 − 2 = 0. A variable with zero variance is constant, so T + V = E in every trial.

**A:** For two random variables that is correct. It presupposes a joint probability distribution, in which each trial has a value of T and a value of V together. Quantum mechanics supplies one distribution for T and one for V. Suppose that a joint distribution with these two marginals exists, and look at the possible values.

A measurement of T gives p²/2, which is never negative. But

E − V = 1/r − 1/2

is negative for r > 2 bohr. The antiderivative of 4r²e^(−2r) is −(2r² + 2r + 1)e^(−2r), as differentiation confirms, so

P(r > 2) = (8 + 4 + 1)e^(−4) = 13e^(−4) = 0.238.

If T = E − V held in every trial, T would be negative in almost a quarter of them. It is negative in none.

**Q:** Could the relation hold in some looser way, with a suitable joint distribution making the variance of T + V as small as I like?

**A:** No. Take any joint distribution with the correct marginals. In the trials with r > 2, T ≥ 0 gives

T + V − E ≥ V − E = 1/2 − 1/r > 0.

So T + V exceeds E with probability at least 13e^(−4). The mean of T + V is 1/2 − 1 = E, so its variance is the mean of (T + V − E)². Dropping the trials with r < 2 can only lower that mean, and therefore

Var(T + V) ≥ ∫₂^∞ (1/2 − 1/r)² 4r²e^(−2r) dr = ∫₂^∞ (r − 2)²e^(−2r) dr.

With s = r − 2 this becomes e^(−4)∫₀^∞ s²e^(−2s) ds = e^(−4)/4 = 0.00458 hartree². This simple bound already excludes zero, but the smallest possible variance is larger.

For an explicit case, pair large momentum with small radius so that P(momentum above p) = P(radius below r). Both marginals are then correct. The covariance is −0.9624 hartree², and

Var(T + V) = 1 + 1 − 2 · 0.9624 = 0.0752 hartree².

In this model T + V exceeds E with probability 0.563. No joint distribution with these marginals has a smaller variance. If two equally likely trials have T₁ > T₂ and V₁ > V₂, exchanging their V values lowers the sum of the products TV by (T₁ − T₂)(V₁ − V₂), and so lowers the covariance. Here no such pair is left, because a larger T always comes with a lower V. The quantum covariance of −1 is therefore not the covariance of any joint distribution with these marginals, since it would give zero variance, below the bound.

**Q:** You have used only that T is not negative. What is its actual distribution?

**A:** It follows from the momentum amplitude. The angular integral of e^(−i**p**·**r**) is 4π sin(pr)/(pr), so

φ(p) = (2π)^(−3/2) (4π/p) ∫₀^∞ r sin(pr) ψ(r) dr.

The remaining integral is

∫₀^∞ re^(−r) sin(pr) dr = Im[1/(1 − ip)²] = 2p/(1 + p²)².

Including the factor 1/√π from ψ gives φ(p) = (2√2/π)/(1 + p²)². The density for the magnitude p is

4πp²φ² = 32p²/[π(1 + p²)⁴].

This gives the moments without using Tψ = (E − V)ψ. Put p = tan θ, dp = dθ/cos²θ:

⟨p²⟩ = (32/π)∫₀^(π/2) sin⁴θ cos²θ dθ = (32/π)(π/32) = 1

⟨p⁴⟩ = (32/π)∫₀^(π/2) sin⁶θ dθ = (32/π)(5π/32) = 5.

So ⟨T⟩ = 1/2 and ⟨T²⟩ = 5/4, as before. The distributions themselves differ. For example, T > 1/2 means p > 1, or θ > π/4. Using sin²θ cos⁴θ = (1/8)sin²2θ (1 + cos 2θ),

P(T > 1/2) = (32/π)∫_(π/4)^(π/2) sin²θ cos⁴θ dθ = (32/π)(π/64 − 1/48) = 1/2 − 2/(3π) = 0.288.

On the other side, E − V > 1/2 means r < 1, which has probability

P(E − V > 1/2) = 1 − (2 + 2 + 1)e^(−2) = 1 − 5e^(−2) = 0.323.

At other thresholds w, in hartree:

w = 0: P(T > w) = 1, P(E − V > w) = 0.762
w = 2: P(T > w) = 0.0337, P(E − V > w) = 0.0474
w = 5: P(T > w) = 0.0049, P(E − V > w) = 0.0061

At w = 2 and w = 5, E − V is the more likely to exceed the threshold. The means still agree, because E − V is sometimes negative and is less likely than T to exceed thresholds below about 0.32 hartree or above about 10.2 hartree. At large w the probabilities fall as w^(−5/2) for T and as w^(−3) for E − V, so T has the heavier tail. The numerical output gives further digits.

**Q:** But you derived Tψ = (E − V)ψ. If T and E − V do the same thing to the state, how can their distributions differ?

**A:** They give the same vector when applied once. That fixes the mean, ⟨ψ|Tψ⟩, and the mean square, ‖Tψ‖². A whole distribution requires more, and a second application already separates the two operators:

T²ψ = T(E − V)ψ = (E − V)Tψ − [T,V]ψ = (E − V)²ψ − [T,V]ψ.

For r > 0 the commutator follows from two pieces. Since rVψ = −e^(−r)/√π,

T(Vψ) = −(1/2r)(−e^(−r))″/√π = ψ/(2r)

V(Tψ) = −(1/r)(1/r − 1/2)ψ = −ψ/r² + ψ/(2r).

Their difference is [T,V]ψ = ψ/r², which is not zero. At the nucleus, ∇²(1/r) = −4πδ(**r**) adds the contact term −2πδ(**r**)ψ. The expectation value of the commutator is then

⟨1/r²⟩ − 2π|ψ(0)|² = 2 − 2π/π = 0,

so the mean squares agree although T²ψ and (E − V)²ψ do not. Neither of these is a normalizable function: the first contains a delta function and the second grows as 1/r² at the nucleus. The equations for them hold in the sense of distributions.

**Q:** Would the third moments show the difference?

**A:** Both are infinite, but they diverge differently. At large p the integrand for ⟨T³⟩ is (p⁶/8) · 32/(πp⁶) = 4/π, so a momentum cutoff P gives growth as 4P/π. At small r the integrand for ⟨(E − V)³⟩ is 4r²/r³ = 4/r, so a radial cutoff ε gives growth as 4 ln(1/ε). Numerically, the interval from p = 200 to 400 contributes 254.6 hartree³ to the first, and the interval from r = 10⁻⁴ to 10⁻³ bohr contributes 9.20 hartree³ to the second. These agree with the leading laws to within 0.1% and 0.5% of the predicted growth.

**Q:** Is all this peculiar to 1s?

**A:** The equality of variances is more general. For a bound eigenstate with Vψ normalizable, Tψ = (E − V)ψ gives

⟨T⟩ = E − ⟨V⟩, ⟨T²⟩ = E² − 2E⟨V⟩ + ⟨V²⟩

Var T = ⟨T²⟩ − ⟨T⟩² = ⟨V²⟩ − ⟨V⟩² = Var V.

In 2s, separate calculations from the momentum and position densities both give 0.1875 hartree². The objection carries over too: whenever the state has a nonzero probability of being found where V > E, T = E − V cannot hold in every trial.

A larger nuclear charge does not help. With V = −Z/r, the 1s state depends on Zr and all energies scale as Z². The variances become Z⁴ hartree² and the boundary moves to r = 2/Z, but the probability beyond it remains 13e^(−4).

In classical mechanics your conclusion is right, because a particle has a position and a momentum together. With energy −1/2 it then stays within r ≤ 2, and the conflict never arises.

**Q:** Suppose I do find the electron beyond r = 2. What is its kinetic energy there, if not E − V?

**A:** The function E − V(r) is the local ratio (Tψ)/ψ. Its negative sign says that ψ has there the curvature of a classically forbidden region. It is not the result of a kinetic-energy measurement.

Finding the electron outside also changes the state. Let χ be a normalized state after such a detection, confined to r > 2 and with finite kinetic energy. Then

⟨T⟩ = ½∫|∇χ|² d³r ≥ 0, ⟨V⟩ > −1/2,

and therefore ⟨H⟩ > −1/2. The mean energy is now above the ground-state value, and the interaction with the detector has supplied the difference. A later measurement of T gives a nonnegative result, but it belongs to χ and no longer to an atom with energy E.

**Q:** So what does the sharp energy tell me about T and V?

**A:** It tells you that a measurement of the operator T + V gives −1/2 hartree with certainty. It does not say that this result is the sum of two values the atom already had. The variances and the covariance of −1 express the vector equation (T + V − E)ψ = 0. To read them as T = E − V in each trial, you would need the joint distribution that the region beyond r = 2 rules out.

Computed values

```
energy E = -0.5000 hartree
mean T = 0.500000 hartree
mean V = -1.000000 hartree
mean T^2, momentum density = 1.250000 hartree^2
mean (E-V)^2, position density = 1.250000 hartree^2
mean V^2 = 2.000000 hartree^2
variance T = 1.000000 hartree^2
variance V = 1.000000 hartree^2
standard deviation T = 1.000000 hartree
standard deviation T = 27.2114 eV
Re<T psi|V psi> = -1.500000 hartree^2
symmetrized covariance = -1.000000 hartree^2
formal correlation = -1.000000 (no unit)
2s variance T = 0.187500 hartree^2
2s variance V = 0.187500 hartree^2
P(r > 2 bohr) = P(E-V < 0) = 0.238103 (no unit)
threshold 0.0 hartree: P(T>w) = 1.000000, P(E-V>w) = 0.761897 (no unit)
threshold 0.5 hartree: P(T>w) = 0.287793, P(E-V>w) = 0.323324 (no unit)
threshold 2.0 hartree: P(T>w) = 0.033729, P(E-V>w) = 0.047423 (no unit)
threshold 5.0 hartree: P(T>w) = 0.004908, P(E-V>w) = 0.006117 (no unit)
lower bound, classical Var(T+V) = 0.004579 hartree^2
explicit joint Var(T+V) = 0.0752 hartree^2
explicit joint covariance = -0.9624 hartree^2
explicit joint P(T+V > E) = 0.5629 (no unit)
third moment T, p from 200 to 400: 254.635 hartree^3
third moment E-V, r 1e-4 to 1e-3: 9.1978 hartree^3
```
